How the ionisation energy of a slab defect depends on cell size

Q: You want the ionisation energy of a donor in a two-dimensional material from a periodic supercell. The ionised cell is charged, and a periodic charged system has infinite electrostatic energy. What is being calculated?

A: The infinity is removed by a uniform background of opposite charge that fills the whole cell, vacuum included. For a donor D,

IE(S,L) = E(D⁺;S,L) − E(D⁰;S,L) + ε_CBM.

Here S is the in-plane cell area, L is the cell height L_z, and ε_CBM is the conduction-band edge, where the removed electron is put. The isolated-defect value is IE0. I use Hartree atomic units, so energies are in hartree and lengths in bohr.

I take a square in-plane cell, a non-polar insulating slab, and a localised defect charge q at its mid-plane. The atoms are held fixed, the slab responds linearly, and the interaction between neutral defects is neglected. For an acceptor, IE = E(A⁻) − E(A⁰) − ε_VBM; the image energy is quadratic in q and has the same sign.

Q: The energy of a charged cell depends on the zero of potential. Could that alone spoil the result?

A: It can, if two zeros are mixed. The ion and its background are neutral together, so their energy in the host's potential φ_h does not change when a constant is added to φ_h. That energy is

q[φ_h(0) − φ_avg],

where φ_avg is the cell average. Measure φ_h from vacuum, and let n(z) be the host's charge density averaged over the plane. Then φ_h″ = −4πn. As the slab is neutral and has no dipole, φ_h vanishes on both sides of it, and two integrations by parts give

∫φ_h dz = ½∫z²φ_h″ dz = −2π∫z²n dz = −2πQ,

so φ_avg = −2πQ/L, with Q the second moment of n. For q = 1 the ion's energy therefore contains −φ_avg = +2πQ/L.

An electron has potential energy −φ. Moving the zero from vacuum to the cell average replaces φ_h by φ_h − φ_avg and changes the band edge by +φ_avg = −2πQ/L. The two pieces cancel if ε_CBM is taken on the average-potential zero. If it is taken from vacuum, an error 2πQ/L stays, however large S becomes. For a model host with Q = −0.0625 and L = 60 bohr it is −0.0065 hartree. A real monolayer has a larger |Q|: an all-electron estimate for a sheet of sp² carbon, with ⟨z²⟩ ≈ 4.2 bohr² per atom and two atoms per 18.7 bohr², gives Q ≈ −0.45 and an error of about −0.05 hartree, over 1 eV. From here on I assume consistent zeros.

Q: What is left to calculate?

A: The energy of the defect charge, its images and the background, with the slab's polarisation, minus the same energy for an isolated defect. I call this difference the shift, IE − IE0.

Let the charge lie in the plane z = 0 as a Gaussian of width w. Its in-plane Fourier components are qρ(G), with ρ(G) = exp(−G²w²/2). The surface charge density is

σ(r) = (q/S) Σ_G ρ(G) exp(iG·r).

Let W(G) be the potential amplitude at z = 0 caused by a unit surface-charge wave there. Linear response gives the energy ½∫σφ d²r over one cell, and orthogonality of the plane waves leaves (q²/2S) Σ W(G)|ρ(G)|² for G ≠ 0. The background is uniform and contributes at G = 0 alone. For an isolated defect, (1/S)Σ_G becomes ∫d²G/(2π)². Hence

IE − IE0 = U₀ + (q²/2)[(1/S) Σ_{G≠0} W|ρ|² − ∫d²G/(2π)² W∞|ρ|²],

where U₀ is the G = 0 energy and W∞ is W for L → ∞.

Q: Start with U₀. Why should a neutral cell have an energy that grows with its height?

A: At G = 0 the defect is a charged sheet of density q/S, while its compensation is spread over the full height. The field between them fills the cell. By Gauss's law and mirror symmetry, D just above the sheet is 2πq/S. The background density −q/(SL) gives dD/dz = −4πq/(SL), so

D(z) = (2πq/S)(1 − 2z/L) for 0 < z < L/2,

with the opposite sign below the sheet. D vanishes at z = L/2, as symmetry between neighbouring cells requires.

The energy ½∫ρφ becomes (1/8π)∫D²/ε dV on inserting ρ = ∇·D/4π and integrating by parts. With no slab, ε = 1 and

U₀ = (S/8π)(2πq/S)² ∫_{−L/2}^{L/2} (1 − 2|z|/L)² dz
= (πq²/2S)(L/3)
= πq²L/(6S).

The integral is L/3 because the square of a linear ramp from 1 to 0 averages to 1/3. Thus

b = πq²/6.

For |q| = e this is πe²/6 in Gaussian units. Replacing e² by e²/(4πε₀) gives e²/(24ε₀) in SI units.

Q: But there is a slab. Should a dielectric not reduce b?

A: It reduces the energy inside a fixed thickness d, whereas b describes the growth of the vacuum region. Let ε⊥ be the out-of-plane dielectric constant. Inside the slab 1/ε is 1/ε⊥ instead of 1, so we subtract (1 − 1/ε⊥) times

∫_{−d/2}^{d/2} (1 − 2|z|/L)² dz
= 2∫₀^{d/2} (1 − 4z/L + 4z²/L²) dz
= d − d²/L + d³/(3L²).

The G = 0 energy is then

U₀ = (πq²/2S){L/3 − (1 − 1/ε⊥)[d − d²/L + d³/(3L²)]}.

The coefficient of L/S is unchanged. The main slab term is proportional to 1/S and independent of L.

Q: Now the waves with G ≠ 0. Surely the slab screens those.

A: It does, by an amount that depends on the wavelength. With ε∥ the in-plane dielectric constant, Poisson's equation away from the sheet reads ε⊥φ″ = ε∥G²φ in the slab and φ″ = G²φ in vacuum. Define

κ = G√(ε∥/ε⊥), g = √(ε∥ε⊥), so that ε⊥κ = gG.

For 0 < z < d/2 write φ = A cosh κz − B sinh κz. The displacement jumps by 4π across the unit sheet, half on each side, so −ε⊥φ′(0⁺) = gGB = 2π and B = 2π/(gG). The quantity wanted is W = φ(0) = A.

In vacuum, symmetry requires φ′(L/2) = 0, hence φ ∝ cosh[G(L/2 − z)]. At the surface this gives −φ′/φ = GT, with T = tanh[G(L − d)/2]. Continuity of φ and of εφ′ then demands

gG(B cosh κd/2 − A sinh κd/2) = GT(A cosh κd/2 − B sinh κd/2).

Divide by G cosh κd/2 and set t = tanh(κd/2):

g(B − At) = T(A − Bt), so B(g + Tt) = A(T + gt).

Therefore

W(G) = (2π/G)(g + Tt)/[g(T + gt)].

The numerical check tests this kernel and U₀ against a numerical solution of Poisson's equation.

When L is at least about √S, and √S is much larger than d, T is close to 1 even for the smallest nonzero wavevector, G = 2π/√S. The difference falls as exp[−2π(L − d)/√S]. We may then use W∞, which has T = 1.

Q: Large cells bring in small G. What does W∞ look like there?

A: For small G, t ≈ κd/2. It follows that gt ≈ ε∥Gd/2 and t/g ≈ Gd/(2ε⊥). With T = 1,

W∞ = (2π/G)(1 + t/g)/(1 + gt)
= (2π/G)[1 + t/g − gt + O(G²)]
= 2π/G − πd(ε∥ − 1/ε⊥) + O(G).

The leading term is the bare Coulomb interaction. A field that varies slowly along the plane lies mostly in the vacuum, where a thin slab cannot screen it. Distant images therefore interact as if the slab were absent, and the leading coefficient a cannot contain ε∥ or ε⊥.

Q: Then show me a. Both the sum and the integral of 2π/G need care.

A: The tool is Poisson summation. If f(G) has the real-space transform F(R) = ∫d²G/(2π)² f(G)exp(iG·R), then (1/S)Σ_G f(G) = Σ_R F(R), with R the in-plane lattice vectors. The R = 0 term is the integral we subtract. For f finite at G = 0,

(1/S)Σ_{G≠0} f − ∫d²G/(2π)² f = Σ_{R≠0} F(R) − f(0)/S.   (P)

To use (P) for 2π/G, split it with a parameter η:

2π/G = (2π/G)erf(G/2η) + (2π/G)erfc(G/2η).

The first part is the transform of erfc(ηR)/R. To see this, write erfc(ηR)/R = (2/√π)∫_η^∞ exp(−R²u²)du. The two-dimensional transform of the Gaussian is (π/u²)exp(−G²/4u²). With v = 1/u this gives

2√π ∫₀^{1/η} exp(−G²v²/4)dv = (2π/G)erf(G/2η).

Its value at G = 0 is 2√π/η, so (P) gives Σ_{R≠0} erfc(ηR)/R − 2√π/(ηS). The slow decay at large G is controlled by the Gaussian |ρ|², whose width does not affect this leading term.

The second part decays fast, so its sum is taken as it stands. Since 1/R transforms to 2π/G, this part belongs to erf(ηR)/R, and its integral is the value of that function at R = 0, namely 2η/√π.

Now take S = 1 and η = √π. The wavevectors are G = 2πm, where m runs over the same integer vectors as R. Then 2π/G = 1/m and G/2η = √π m, so the two sums are equal. The constants are −2 and −2. Half the total is the energy for q = 1:

½[2Σ_{R≠0} erfc(√πR)/R − 4] = −c_M,

c_M = 2 − Σ_{R≠0} erfc(√πR)/R = 1.950.

A Coulomb energy scales as an inverse length, so for general S it is −c_Mq²/√S. Hence a = −c_Mq² for a square cell; another cell shape has its own lattice constant. Leaving out G = 0 is equivalent to adding a uniform neutralising plane at z = 0; the negative sign means that this plane attracts the charge more strongly than the images repel it.

Q: You dropped the constant term of W∞. Does it matter?

A: It gives a 1/S term. By (P), a constant f₀ multiplied by the smooth function |ρ|² has a short-ranged transform, which leaves −f₀/S. With f₀ = −πd(ε∥ − 1/ε⊥) and the factor q²/2, the energy is

+πq²d(ε∥ − 1/ε⊥)/(2S).

The L-independent slab term of U₀ is −πq²d(1 − 1/ε⊥)/(2S). In their sum the two terms containing 1/ε⊥ cancel:

(πq²d/2S)[ε∥ − 1/ε⊥ − 1 + 1/ε⊥] = πq²d(ε∥ − 1)/(2S).

The next terms of W|ρ|², including the one from the Gaussian width, are proportional to |G|. The transform of |G| follows from 1/R ↔ 2π/G: applying the Laplacian gives 1/R³ ↔ −2πG. A |G| term thus produces a lattice sum of 1/R³, which scales as S^(−3/2). The leftover d²/L term in U₀ has the same order if L grows in proportion to √S, L = c√S. Setting T = 1 has dropped corrections that fall exponentially with c. The leading one comes from replacing 2π/G by (2π/G)coth(GL/2), and it equals (q²/√S)Σ_{m≠0} 1/[m(exp(2πcm) − 1)] ≈ 4exp(−2πc)q²/√S. Its coefficient is about 0.008 at c = 1, 1.4 × 10⁻⁵ at c = 2 and 3 × 10⁻⁸ at c = 3. At fixed c it does not fall faster than 1/√S. Along such a path, apart from these corrections,

IE(S,L) = IE0 − c_Mq²/√S + πq²L/(6S) + πq²d(ε∥ − 1)/(2S) + O(S^(−3/2)).

The first three terms are the Wang-Li-Zhang expansion,

IE(S,L) ≈ IE0 + a/√S + bL_z/S, with b = πe²/6 for |q| = e.

The fourth is small beside a/√S only when √S is large compared with d(ε∥ − 1). The S^(−3/2) terms require in addition that √S be large compared with d and with the extent of the defect charge.

Q: Then IE0 is what remains when S and L both go to infinity. Why fuss about the order?

A: Because neither plain order gives it. Hold S fixed and let L → ∞: the term bL/S diverges linearly.

Now hold L fixed and let S → ∞. The smallest G becomes much less than 1/L, so T can no longer be set to 1. Instead T ≈ G(L − d)/2 and gt ≈ ε∥Gd/2, while Tt is of second order. The kernel becomes

W ≈ (2π/G)/(T + gt) = 4π/(G²Λ), Λ = L + d(ε∥ − 1).

In the energy, the sum over small G can be estimated by an integral from a lower limit proportional to 1/√S to an upper limit of order 1/L:

(q²/2)∫ (G dG/2π) 4π/(G²Λ) = (q²/Λ)∫dG/G = (q²/Λ) ln√S + constant.

This diverges too. Physically, images stacked at spacing L form charged columns, and the energy of a line charge grows with the logarithm of the distance to its compensation.

Q: Could you not subtract bL/S first, and then take the limits in either order?

A: No. At fixed L the subtracted term vanishes as S → ∞, and the logarithm remains. The order that works is

IE0 = lim_{S→∞} { lim_{L→∞} [IE(S,L) − bL/S] }.

For each S, first remove the linear term and let L → ∞. This is the same as extending the large-L straight line back to L = 0 and reading its intercept. It is not a calculation in a cell of zero height. The intercept is IE0 − c_Mq²/√S plus terms of order 1/S, and it tends to IE0 when S → ∞.

A joint limit also works. If L = c√S with c fixed, bL/S becomes bc/√S. The correction from T ≠ 1 also scales as 1/√S at leading order, with a coefficient set by c. The whole shift then vanishes at least as fast as 1/√S.

Q: I would like to see this with numbers, including cells of ordinary size.

A: Take a model slab with d = 6 bohr, ε∥ = 4, ε⊥ = 2, and a unit charge of width w = 1.5 bohr. These are round parameters, not those of a material. The model gives the shift IE − IE0, not IE0 itself. The 1/S coefficient is π × 6 × 3/2 = 28.27 hartree bohr².

For √S = 200 bohr and L = 600 bohr, the terms are

a/√S = −1.9501/200 = −0.00975 hartree
bL/S = 0.5236 × 600/40000 = +0.00785 hartree
slab term = 28.27/40000 = +0.00071 hartree

and their sum is −0.00119 hartree. The full reciprocal-space sum gives −0.00126 hartree. Between √S = 400 and 800 bohr, with L = 3√S, the difference between full sum and expansion falls by a factor of 7.98. A remainder of order S^(−3/2) should fall by 8.

Q: And is b really unaffected by the slab?

A: At √S = 100 bohr, the slope between L = 300 and 600 bohr, multiplied by S, is 0.52344, against π/6 = 0.52360. The small deficit comes from the d²/L term in U₀. Its coefficient is πd²(1 − 1/ε⊥)/2 = 28.27, which happens to equal the previous one for these parameters. It changes the slope times S by

28.27 × (1/600 − 1/300)/300 = −0.00016,

as observed. The deficit disappears as both heights grow.

Q: Show me the failed limits as well.

A: With √S fixed at 100 bohr, the shift is −0.012 hartree at L = 100 bohr, +0.035 at 1000 and +0.506 at 10000. With L fixed at 20 bohr, it is 0.0103, 0.0285 and 0.0467 hartree at √S = 200, 400 and 800 bohr. The last doubling adds 0.01822 hartree; the logarithmic law predicts ln 2/(20 + 18) = 0.01824. On the joint path L = √S, the shift shrinks in magnitude from 0.0119 hartree at 100 bohr to 0.0017 at 800.

Q: At √S = 50 and L = 150 bohr your output shows a shift of only 0.000008 hartree. Is that cell already converged?

A: No. The expansion through 1/S gives +0.0037 hartree there, and the higher terms happen to cancel it. At √S = 100 bohr, with the same L/√S, the shift is −0.0015 hartree. One small shift is not evidence of convergence.

Q: Suppose a is fitted rather than computed. Does the fit return −1.95?

A: Not in cells of moderate size. The fit has no separate 1/S term, so a absorbs part of the slab's screening. I subtract bL/S from the model data with L = 2√S and fit a straight line in 1/√S. The errors are relative to the model's isolated limit:

√S = 30, 40, 50 bohr: a = −1.25, error in IE0 = −0.0064 hartree (−0.17 eV)
√S = 100, 200, 400 bohr: a = −1.66, error in IE0 = −0.0007 hartree (−0.018 eV)

The sign can be understood from the missing term. Put x = 1/√S. A chord drawn through the curve sx² at x₁ and x₂ has slope s(x₁ + x₂) and intercept −sx₁x₂. With s = 28.27 and the end points of the larger set, the intercept is −28.27 × 0.01 × 0.0025 = −0.0007 hartree. This gives the sign and the order of magnitude, but its closeness to the fitted error is partly accidental: the least-squares line through sx² at all three points has intercept −3.125 × 10⁻⁵ s = −0.0009 hartree, and higher terms supply the remaining +0.0002. For the smaller set the chord gives −0.019 hartree and the least-squares line −0.020 hartree, each about three times the actual error, so higher terms matter much more there. For a more strongly screening slab even the sign can differ. With d = 11.6 bohr, ε∥ = 15 and ε⊥ = 6.4, roughly like MoS₂, d(ε∥ − 1) is 162 bohr, and the same fit gives errors of +0.006 hartree at √S = 20, 25, 30 bohr, about zero at 30, 40, 50 bohr and −0.0017 hartree at 100, 200, 400 bohr.

A fitted a may therefore vary between slabs and between defects, although its large-S limit in this model depends only on the charge, the in-plane cell shape and, through a correction of about 4exp(−2πL/√S)q², the ratio L/√S. If a fitted a still changes when larger cells are added, the intercept has not settled. The converse does not hold: for the strongly screening slab a is near −0.9 in both of the last two sets, far from −1.95, and the intercept is still in error by −0.05 eV in the largest.

Q: When would you distrust the whole expansion?

A: When an assumption behind it fails. A shallow defect whose orbital is comparable with √S is not a localised charge, and its neutral state interacts with its images. A metallic slab has no finite ε∥. The plane-averaged potential differs between the sheet and mid-vacuum by about π|q|L/(2S), which for the model slab is 5.8 eV at √S = 20 and L = 60 bohr. For a negatively charged acceptor this lowers the electron's energy in the vacuum, and once it exceeds the depth of the highest occupied level below vacuum, electrons leave the slab and the response is no longer linear; L must stay below that point and the large-L line is reached only by extrapolation. A polar slab has a dipole, so the potential does not return to one vacuum level. If the atoms relax differently in each cell, elastic energy adds its own size dependence. For a cell much flatter than it is wide, L ≪ √S, the logarithmic regime replaces the expansion.

Values computed for the example and the checks

```
Square-lattice Madelung constant c_M = 1.950132
Coefficient b = pi/6 = 0.523599 hartree bohr
Point charges, side 1 bohr, L 2 bohr: Ewald -0.9029209, formula -0.9029349 hartree
Point charges, side 1 bohr, L 3 bohr: Ewald -0.3793361, formula -0.3793361 hartree
Point charges, L<<side: L*E - ln(side/L) = -1.426464
Kernel at G=0.03/bohr, L=60 bohr: Poisson 209.91052, formula 209.91052 hartree bohr^2
Kernel at G=0.20/bohr, L=60 bohr: Poisson 13.23758, formula 13.23758 hartree bohr^2
Kernel at G=0.80/bohr, L=60 bohr: Poisson 2.77978, formula 2.77979 hartree bohr^2
G=0 energy times S, L=60 bohr: Poisson 27.15907, formula 27.15907 hartree bohr^2
Alignment host: areal charge 0.05 /bohr^2, Gaussian widths 1.0 (+), 1.5 (-) bohr
Its second moment Q = -0.06250; L = 60 bohr
Mid-plane potential, vacuum zero: 0.125331 hartree/e
Mid-plane potential, average zero: 0.118786 hartree/e
Alignment offset 2*pi*Q/L: -0.006545 hartree/e
Slab: d=6.0 bohr, eps_par=4.0, eps_perp=2.0, charge width=1.5 bohr
Isolated electrostatic energy = 0.130351 hartree
Slab 1/S coefficient = 28.2743 hartree bohr^2
Slope times S, side 100, L 300 to 600 bohr: 0.523443 hartree bohr
side 50, L 150 bohr: shift 0.0000077, expansion 0.0037230 hartree; a_eff -1.5704
side 100, L 300 bohr: shift -0.0014852, expansion -0.0009659 hartree; a_eff -1.7193
side 200, L 600 bohr: shift -0.0012574, expansion -0.0011898 hartree; a_eff -1.8223
side 400, L 1200 bohr: shift -0.0007802, expansion -0.0007716 hartree; a_eff -1.8829
side 800, L 2400 bohr: shift -0.0004311, expansion -0.0004300 hartree; a_eff -1.9156
Remainder ratio, side 400 to 800 bohr: 7.9752
Fixed side 100, L 100 bohr: shift -0.011904 hartree
Fixed side 100, L 1000 bohr: shift 0.035160 hartree
Fixed side 100, L 10000 bohr: shift 0.506397 hartree
Fixed L 20, side 200 bohr: shift 0.010317 hartree
Fixed L 20, side 400 bohr: shift 0.028482 hartree
Fixed L 20, side 800 bohr: shift 0.046704 hartree
Growth on last doubling: 0.018222, logarithmic law 0.018241 hartree
Joint path L=side=100 bohr: shift -0.011904 hartree
Joint path L=side=200 bohr: shift -0.006467 hartree
Joint path L=side=400 bohr: shift -0.003383 hartree
Joint path L=side=800 bohr: shift -0.001731 hartree
Fit small, sides 30, 40, 50 bohr, L=2*side: a=-1.2531
  Error in IE0: -0.006390 hartree = -0.1739 eV
Fit large, sides 100, 200, 400 bohr, L=2*side: a=-1.6572
  Error in IE0: -0.000668 hartree = -0.0182 eV
```
